\section*{Why Muonic Helium and Muonium Have Nearly Equal Hyperfine Intervals}

\section{Two large shifts and a small difference}

A nonrelativistic three-body calculation puts the ground-state hyperfine interval of neutral muonic helium at $4464.5$ MHz. At the same level muonium has $4464.2$ MHz. Yet replacing the antimuon of muonium by a point pseudonucleus with the magnetic moment of a muon and the mass of an alpha particle plus a muon raises the interval by $63.3$ MHz, and the spread of the muon around the alpha then lowers it by about $63$ MHz. Why do a mass effect and a size effect nearly cancel?

Muonic helium contains an alpha particle, a negative muon and an electron, with both light particles in $1s$ orbitals. The muon screens one unit of the alpha's charge, so the electron moves in a hydrogen-like orbital. Let
\begin{equation}
M=\frac{m_\mu m_\alpha}{m_\mu+m_\alpha},\qquad x=\frac{m_e}{M}.
\end{equation}
Lengths are in bohr and energies in hartree, with $m_e=1$, so $x=1/M$. The muon orbital is $\chi_0(R)=\sqrt{\kappa^3/\pi}\,e^{-\kappa R}$ with $\kappa=2M$. Relativistic, binding-QED and nuclear-size effects are omitted.

\section{The interval and the reduced-mass gain}

The contact interaction is
\begin{equation}
H_{\rm hf}=-\tfrac23\mu_0\,\boldsymbol\mu_e\cdot\boldsymbol\mu_\mu\,
\delta^3(\mathbf r-\mathbf R).
\end{equation}
Both negative particles have moments opposite to their spins, so $\boldsymbol\mu_e\cdot\boldsymbol\mu_\mu=|\mu_e||\mu_\mu|\,\boldsymbol\sigma_e\cdot\boldsymbol\sigma_\mu$. The spin product is $-3$ in the singlet and $+1$ in the triplet. The singlet therefore lies higher, by
\begin{equation}
h\nu=\tfrac83\mu_0|\mu_e||\mu_\mu|\langle\delta^3(\mathbf r-\mathbf R)\rangle .
\end{equation}
In muonium one moment changes sign and the order is reversed; the intervals compared here are magnitudes.

For a fixed point muon the contact density is $1/(\pi a_0^3)$. Insert $|\mu_i|=(1+a_i)e\hbar/(2m_i)$, $\mu_0e^2=4\pi\alpha\hbar/c$ and $a_0=\hbar/(\alpha m_ec)$:
\begin{align}
\nu_\infty&=\frac83\,\frac{\alpha\hbar^3}{c\,m_em_\mu a_0^3h}(1+a_e)(1+a_\mu)
=\frac83\,\frac{\alpha^4m_e^2c^2}{m_\mu h}(1+a_e)(1+a_\mu)\nonumber\\
&=\frac{16}{3}\alpha^2cR_\infty\frac{m_e}{m_\mu}(1+a_e)(1+a_\mu)
=4529.3\ \text{MHz}.
\end{align}
The last form uses $m_ec/h=2R_\infty/\alpha^2$. In any of these atoms $\nu=\nu_\infty D$, where $D=\pi\langle\delta^3(\mathbf r-\mathbf R)\rangle$ in atomic units.

A hydrogen orbital's radius is inversely proportional to the reduced mass, so its central density scales as the reduced mass cubed. Hence
\begin{equation}
D_{\rm Mu}=\left(1+\frac{m_e}{m_\mu}\right)^{-3}=0.98563,\qquad
P=\left(1+\frac{m_e}{m_\alpha+m_\mu}\right)^{-3}=0.99960
\end{equation}
for muonium and for the point pseudonucleus. The intervals are $4464.2$ and $4527.5$ MHz. Muonium has lost about $3m_e/m_\mu$; the heavy pseudonucleus avoids nearly all of that loss.

\section{The leading size effect}

Now hold the nucleus fixed, keeping $M$ unchanged, and restore its motion later through $P$. At distances of order $1/\kappa$ the electron's kinetic scale is $\kappa^2\sim M^2$, whereas muon excitation energies are of order $M$. The electron is thus fast there, and the muon may be held at $\mathbf R$. Near the nucleus,
\begin{equation}
\psi(\mathbf r)\simeq\phi(0)\left[1-2r+|\mathbf r-\mathbf R|\right],
\qquad \phi(r)=\frac{e^{-r}}{\sqrt\pi}. \label{eq:local}
\end{equation}
To verify this, use $\nabla^2r=2/r$. The kinetic operator $-\frac12\nabla^2$ acting on the bracket gives $2/r-1/|\mathbf r-\mathbf R|$, which cancels the potential $-2/r+1/|\mathbf r-\mathbf R|$ acting on the leading 1.

For $r\gg R$ the bracket becomes $1-r-\mathbf R\cdot\hat{\mathbf r}+O(R^2/r)$. Its spherical part matches $e^{-r}$ without an added constant of order $R$. The angular part is the response to the dipole potential. A regular solution proportional to $\mathbf R\cdot\mathbf r$ may be added, but it is of higher order at $r\sim R$; it will supply the first correction.

At the muon, $\mathbf r=\mathbf R$, the amplitude factor is $1-2R$ and the density factor is $1-4R$. Since
\begin{equation}
\langle R\rangle=4\kappa^3\int_0^\infty R^3e^{-2\kappa R}\,dR=\frac{3}{2\kappa},
\end{equation}
the result is
\begin{equation}
D\simeq1-4\langle R\rangle=1-\frac6\kappa=1-3x. \label{eq:lead}
\end{equation}
This is the same coefficient 3 as in muonium, where it came from the cube of the reduced mass.

\subsection*{Another nuclear charge}
For charge $Z$ with one muon and one electron, replace $2r$ in Eq.~\eqref{eq:local} by $Zr$. The density factor at the muon is $1-2ZR$, and $\langle R\rangle=3/(2ZM)$. The charge cancels and the loss is again $3x$, relative to the hydrogenic density with charge $Z-1$. For a muon of mass $2000m_e$ and a fixed nucleus, the three-body loss divided by $x$ is about $2.95$ for $Z=2$ and $2.96$ for $Z=3$. The intervals themselves carry the factor $(Z-1)^3$, so closeness to muonium in MHz still requires $Z=2$.

\section{Why a rigid cloud is not enough}

Suppose first that the electron keeps the orbital $\phi$. Averaging its density over the muon cloud gives
\begin{equation}
D_{\rm frozen}=4\kappa^3\int_0^\infty R^2e^{-2(\kappa+1)R}\,dR
=\left(1+\frac1\kappa\right)^{-3}\simeq1-\frac{3x}{2}.
\end{equation}
This is half the required loss. To find the rest, treat
\begin{equation}
W=\frac1{|\mathbf r-\mathbf R|}-\frac1r
\end{equation}
as a perturbation on $\phi(r)\chi_0(R)$. Let $\chi_n$ be the muon states, with excitation energies $\Delta_n$ and $k_n=\sqrt{2\Delta_n}$. At short distance the electron Green's function for muon state $n$ is that of $-\frac12\nabla^2+\frac12k_n^2$, namely $e^{-k_nd}/(2\pi d)$. The first-order change of $D$ is
\begin{equation}
\delta D=-\frac1\pi\sum_n\!\int\!\! d^3R\,\chi_0(\mathbf R)\chi_n(\mathbf R)
\!\int\!\! d^3r'\,\frac{e^{-k_n|\mathbf R-\mathbf r'|}}{|\mathbf R-\mathbf r'|}
W_{n0}(\mathbf r'). \label{eq:pt}
\end{equation}
The factor 2 from squaring the amplitude has combined with $1/(2\pi)$. With $d=|\mathbf R-\mathbf R'|$, the required integral is
\begin{equation}
\int d^3r'\frac{e^{-k|\mathbf R-\mathbf r'|}}{|\mathbf R-\mathbf r'|\,|\mathbf r'-\mathbf R'|}
=\frac{4\pi(1-e^{-kd})}{k^2d}
=4\pi\left[\frac1k-\frac d2+\frac{kd^2}{6}-\cdots\right]. \label{eq:int}
\end{equation}
Its closed form is the decaying solution, regular at $d=0$, of $(-\nabla^2+k^2)I=4\pi/d$. The $1/r'$ part of $W$ gives the same expression with $d$ replaced by $R$, so $1/k$ cancels. The terms linear in distance give
\begin{equation}
\delta D_1=2\sum_n\int\!\!\int\chi_0(\mathbf R)\chi_n(\mathbf R)
\chi_n^*(\mathbf R')\chi_0(\mathbf R')\left(d-R\right)d^3R\,d^3R'.
\end{equation}

The term $n=0$ is the relaxation of the electron in a rigid cloud. It needs the mean separation of two independent copies of the muon. Put $s=\kappa R$ and $t=\kappa R'$. The angular average for $s>t$ is
\begin{equation}
\frac{(s+t)^3-(s-t)^3}{6st}=s+\frac{t^2}{3s}.
\end{equation}
With radial densities $4s^2e^{-2s}$ and $4t^2e^{-2t}$, and a factor 2 for the two orderings,
\begin{align}
\kappa\langle d\rangle
&=32\int_0^\infty\!dt\,t^2e^{-2t}\int_t^\infty\!ds\,e^{-2s}
\left(s^3+\frac{st^2}{3}\right)\nonumber\\
&=32\int_0^\infty\!dt\,e^{-4t}\left(\frac{2t^5}{3}+\frac{5t^4}{6}
+\frac{3t^3}{4}+\frac{3t^2}{8}\right)=\frac{35}{16}.
\end{align}
The rigid-cloud loss is therefore
\begin{equation}
2\langle R\rangle-2\left(\langle d\rangle-\langle R\rangle\right)
=\frac{1}{\kappa}\left(6-\frac{35}{8}\right)=\frac{13}{16}x.
\end{equation}
Relaxation reduces the loss because the electron is drawn towards the incompletely screened nucleus.

For $n\ne0$, orthogonality removes the term in $R$ alone. Completeness makes the sum of the $d$ terms over all $n$ vanish, because it sets $\mathbf R'=\mathbf R$. The excited states thus contribute minus the $n=0$ term, $-2\langle d\rangle=-35x/16$. The total loss is $(13+35)x/16=3x$, in agreement with Eq.~\eqref{eq:lead}. The larger part comes from correlation: the electron avoids the instantaneous position of the muon.

\section{The first correction}

The frozen-muon picture fails at $r\sim1/k_n\sim x^{1/2}$, where the electron is no longer fast compared with the muon. This is far outside the muon cloud but well inside the electron orbital. The quadratic term of Eq.~\eqref{eq:int} describes the effect. In $d^2=R^2+R'^2-2\mathbf R\cdot\mathbf R'$ the squares vanish by orthogonality for $n\ne0$, leaving
\begin{equation}
\delta D_2=-4\sum_{n\ne0}\frac{k_n}{6}(-2)|\langle n|\mathbf R|0\rangle|^2
=\frac43\sum_{n\ne0}k_n|\langle n|\mathbf R|0\rangle|^2 .
\end{equation}
For charge $Z$, hydrogen scaling gives $\Delta_n=Z^2M\varepsilon_n$ and $\mathbf R=\mathbf s/(ZM)$, so
\begin{equation}
\delta D_2=Cx^{3/2},\qquad
C=\frac{4\sqrt2}{3Z}S,\qquad
S=\sum_n\sqrt{\varepsilon_n}\,|\langle n|\mathbf s|0\rangle|^2 .
\end{equation}
Here $\varepsilon_n$ are hydrogen excitation energies and the sum includes the continuum. The term is positive: the factor $e^{-k_nd}$ cuts off the electron's response to the instantaneous muon position beyond $r\sim1/k_n$, so part of the correlation loss is undone.

The sum can be computed with radial functions $u_j\propto s^2e^{-s}L_j^{(3)}(2s)$, $j=0,1,\ldots$. They satisfy
\begin{equation}
\left[-\frac12\frac{d^2}{ds^2}+\frac1{s^2}-\frac{j+2}{s}+\frac12\right]u_j=0
\end{equation}
and are orthogonal with weight $1/s$. Normalized with that weight, they turn the excitation operator (hydrogen $p$-wave Hamiltonian plus $\frac12$) into the diagonal matrix $j+1$. The Laguerre recurrence gives the overlaps $O_{jj}=j+2$ and $O_{j,j+1}=-\frac12\sqrt{(j+1)(j+4)}$. The dipole source is $s\cdot2se^{-s}=2\sqrt{6/16}\,u_0$. Solving this generalized eigenproblem gives $S=2.0775$, hence $C=1.9587$ for helium.

Second-order perturbation and Coulomb corrections to the free Green's function enter, by power counting, at order $x^2$, possibly with logarithms. They are not derived here. Collecting the terms and restoring nuclear motion,
\begin{equation}
\nu_{\mu{\rm He}}\simeq\nu_\infty P\left[1-3x+Cx^{3/2}\right]. \label{eq:final}
\end{equation}
The product with $P$ neglects small cross terms between nuclear motion and muon structure. The three-body ratio of moving-nucleus to fixed-nucleus density is $0.99959$, against $P=0.99960$.

\section{Reading the numbers}

For the real atom $M=201.07\,m_e$ and $x=0.0049734$. Thus
\begin{align}
3x&=0.01492, & 4527.5\times0.01492&=67.6\ \text{MHz},\\
Cx^{3/2}&=0.000687, & 4527.5\times0.000687&=3.1\ \text{MHz}.
\end{align}
The successive estimates are $4459.9$ and $4463.0$ MHz. The rigid cloud gives $4493.9$ MHz with a frozen electron and $4510.0$ MHz with a relaxed one, so neither version explains the near equality.

The reference value $4464.5$ MHz comes from a variational calculation with functions $e^{-ar_\mu-br_e-cr_{\mu e}}$ and all three masses finite. Enlarging the basis from 108 to 144 functions changes the contact ratio by about $10^{-7}$; the added functions bring only one more muon exponent, so this change is not a bound on the basis error. A basis of about 400 functions with more densely spaced electron exponents raises the contact ratio by about $6\times10^{-6}$, or $0.03$ MHz, from $4464.52$ to $4464.55$ MHz, so the last digit of $4464.5$ lies at the edge of rounding. Equation~\eqref{eq:final} falls $1.5$ MHz below this value.

With a fixed nucleus, the density left unexplained by the two terms is $3.4\times10^{-4}$ at the physical $x$ and $4.1\times10^{-6}$ at $x=1/2000$. The second value is not converged in the 144-function basis: a basis of about 460 functions raises it to about $4.4\times10^{-6}$. The remainder then falls by a factor of about 77 while $x^2$ falls by about 99. This is compatible with the power counting if a logarithm or a higher term accompanies $x^2$. Divided by $x^2$ these remainders are about 14 and 18, so the next terms are not negligible for the real muon.

The $4.3$ MHz by which the leading estimate misses muonium can also be traced. Expanding both results gives
\begin{equation}
P(1-3x)-D_{\rm Mu}\simeq
-\frac{3m_e}{m_\alpha}-\frac{3m_e}{m_\alpha+m_\mu}
-6\left(\frac{m_e}{m_\mu}\right)^2 .
\end{equation}
The terms in $3m_e/m_\mu$ have cancelled. The first two remaining terms contribute about $-3.7$ MHz and the last about $-0.6$ MHz. The $x^{3/2}$ term returns $3.1$ MHz and the higher terms $1.5$ MHz, leaving the difference of $0.3$ MHz.

The cancellation of the two shifts of more than 60 MHz is thus a leading-order result for a light electron and a heavy nucleus. The final agreement to $0.3$ MHz depends on several smaller terms and has no such explanation here. Omitted relativistic and QED effects can also matter at the MHz level, so the $0.3$ MHz is a property of this nonrelativistic model and not a prediction for the real atoms. The values behind this comparison are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
muon/electron mass ratio              206.7683
alpha/electron mass ratio             7294.300
muon-alpha reduced mass               201.0687 m_e
x = m_e/reduced mass                  0.0049734
mean muon radius                      0.0037301 bohr
electron anomaly                      0.00115965
muon anomaly                          0.00116592
fixed point-muon interval             4529.288 MHz
signed singlet-triplet, mu-           4529.288 MHz
muonium reduced-mass factor           0.9856302
same factor, radial calculation       0.9856284
pseudonucleus mass factor             0.9996002
muonium interval                      4464.203 MHz
point-pseudonucleus interval          4527.477 MHz
reduced-mass gain over muonium        63.274 MHz
mean muon-copy separation * kappa     2.187500
frozen-electron cloud factor          0.9925768
relaxed rigid-cloud factor            0.9961339
rigid-cloud loss/x, heavy, 20 funcs   0.80780
rigid-cloud loss/x, heavy, 26 funcs   0.80779
frozen-electron cloud interval        4493.868 MHz
relaxed rigid-cloud interval          4509.973 MHz
leading loss 3x                       0.0149203
leading loss in interval              67.551 MHz
dipole square-root sum                2.077523 a.u.
next coefficient C                    1.958707
next term C*x^(3/2)                   0.0006870
next term in interval                 3.110 MHz
leading muonic-helium estimate        4459.925 MHz
improved muonic-helium estimate       4463.036 MHz
three-body basis sizes                108, 144
three-body energy                     -402.6373021 hartree
contact ratio, smaller basis          0.9857003
contact ratio, full basis             0.9857002
contact ratio, fixed nucleus          0.9861055
finite/fixed nucleus contact          0.9995890
three-body interval                   4464.520 MHz
three-body total loss from point      62.957 MHz
three-body minus muonium              0.317 MHz
leading estimate minus muonium        -4.277 MHz
improved estimate minus three-body    -1.484 MHz
rounded target minus three-body       0.480 MHz
heavy-muon test mass                  2000 m_e
loss/x, heavy muon, Z=2               2.94793
loss/x, heavy muon, Z=3               2.96327
heavy error after 3x term             2.604e-05
heavy error after C term              4.138e-06
physical error after 3x term          1.026e-03
physical error after C term           3.388e-04
\end{verbatim}
